# Finite-difference second derivatives: the sinc limit and the zone-boundary error: a program that tests the result

```python
"""Central second-derivative stencils of half-width N on a grid of spacing h.

Result under test: the weights c_j tend to -pi^2/3 (j=0) and
2(-1)^(j+1)/j^2 (j>0), while the symbol S_N(theta) = -sum_j c_j exp(i j theta)
approaches theta^2 at theta=pi only as
    pi^2 - S_N(pi) = 4 sqrt(pi/N) [1 - 5/(24 N) + O(N^-2)].
theta = k h is the dimensionless wave number; damping r_j is the ratio of a
finite-N weight to its sinc limit. Energies use Hartree atomic units.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import erfc
from scipy.constants import physical_constants


def solved_weights(half_width):
    """Exact weights from the polynomial moment conditions."""
    points = list(range(-half_width, half_width + 1))
    size = len(points)
    moments = sp.Matrix(size, size, lambda p, q: sp.Integer(points[q])**p)
    target = sp.zeros(size, 1)
    target[2] = 2
    return list(moments.LUsolve(target))


def damping(half_width):
    j = np.arange(1, half_width + 1, dtype=float)
    return np.cumprod((half_width - j + 1) / (half_width + j))


def formula_weights(half_width):
    """Weights c_0, c_1, ..., c_N from the closed formula."""
    j = np.arange(1, half_width + 1, dtype=float)
    sign = np.where(j % 2 == 1, 1.0, -1.0)
    side = 2 * sign * damping(half_width) / j**2
    return np.concatenate(([-2 * np.sum(1 / j**2)], side))


def weight_symbol(theta, half_width):
    c = formula_weights(half_width)
    j = np.arange(1, half_width + 1)
    return -c[0] - 2 * np.sum(c[1:] * np.cos(j * theta))


def boundary_terms(count):
    """Terms of the sine-power series for theta^2 at theta=pi."""
    m = np.arange(1, count, dtype=float)
    ratios = 4 * m**2 / ((2*m + 2) * (2*m + 1))
    return 4 * np.concatenate(([1.0], np.cumprod(ratios)))


def series_symbol(theta, half_width):
    m = np.arange(1, half_width + 1)
    return np.sum(boundary_terms(half_width) * np.sin(theta/2)**(2*m))


# Closed weights and series symbol against the exact moment solution.
for N in range(1, 6):
    exact = solved_weights(N)
    closed = formula_weights(N)
    for j in range(-N, N + 1):
        assert abs(float(exact[j + N]) - closed[abs(j)]) < 1e-13
    for theta in (0.4, 1.3, 2.5, np.pi):
        direct = -sum(float(exact[j + N]) * np.cos(j*theta)
                      for j in range(-N, N + 1))
        assert abs(direct - series_symbol(theta, N)) < 1e-12

# Limiting weights from band-limited Fourier integrals.
sinc_limit = [-np.pi**2/3] + [2*(-1)**(j+1)/j**2 for j in range(1, 4)]
for j in range(4):
    integral = mp.quad(lambda k: -k*k*mp.cos(j*k)/(2*mp.pi),
                       [-mp.pi, 0, mp.pi])
    assert abs(float(integral) - sinc_limit[j]) < 1e-12

# Rate of weight convergence, lower bound and Gaussian damping.
N = 2000
large = formula_weights(N)
assert abs(N*(large[0] - sinc_limit[0]) - 2) < 2/N
for j in range(1, 4):
    assert abs(N*(1 - large[j]/sinc_limit[j])/j**2 - 1) < 10/N
N = 400
j = np.arange(1, N + 1)
r = damping(N)
assert np.all(r <= 1) and np.all(r >= 1 - j**2/N - 1e-14)
assert np.max(np.abs(r - np.exp(-j**2/N))) < 1/N

# Boundary law: direct weight sums against the asymptotic formula.
for N in (10, 20, 40, 100, 400):
    error = np.pi**2 - weight_symbol(np.pi, N)
    scaled = error / (4*np.sqrt(np.pi/N))
    assert abs(N**2 * (scaled - 1 + 5/(24*N))) < 0.05

# Geometric interior bound and monotone approach from below.
for N in (2, 4, 8):
    edge_error = np.pi**2 - weight_symbol(np.pi, N)
    for theta in (np.pi/4, np.pi/2, 3*np.pi/4):
        error = theta**2 - weight_symbol(theta, N)
        assert 0 < error <= np.sin(theta/2)**(2*N+2)*edge_error + 1e-13
        assert weight_symbol(theta, N+1) > weight_symbol(theta, N)

# Boundary-layer profile.
N = 400
profile = []
for u in (0.0, 0.5, 1.0, 1.5):
    theta = np.pi - 2*u/np.sqrt(N)
    measured = (theta**2 - weight_symbol(theta, N))/(4*np.sqrt(np.pi/N))
    predicted = np.exp(-u*u) - np.sqrt(np.pi)*u*erfc(u)
    assert abs(measured - predicted) < 1/N
    profile.append((u, measured, predicted))

# Separate damping from truncation; compare sharply cut sinc weights.
N = 64
j = np.arange(1, N + 1)
damping_part = 4*np.sum((1 - damping(N))/j**2)
remaining = np.pi**2/6 - np.sum(1/j**2)
centre_part, tail_part = 2*remaining, 4*remaining
edge_error = np.pi**2 - weight_symbol(np.pi, N)
assert abs(damping_part + centre_part + tail_part - edge_error) < 1e-12
assert abs(damping_part - (4*np.sqrt(np.pi/N) - 6/N)) < 4/N**1.5
signs = np.where(j % 2 == 0, 1.0, -1.0)
cut_at_zero = np.pi**2/3 + 4*np.sum(signs/j**2)
cut_at_edge = np.pi**2/3 + 4*np.sum(signs*np.cos(j*np.pi)/j**2)
cut_edge_error = np.pi**2 - cut_at_edge
assert abs(cut_edge_error*N/4 - 1) < 1/N
assert abs(cut_at_zero*N**2/(2*(-1)**N) - 1) < 2/N

# Free-particle grid Hamiltonian, diagonalized independently.
spacing = 0.40
energy_factor = 1/(2*spacing**2)
exact_energy = np.pi**2*energy_factor
hartree_ev = physical_constants["Hartree energy in eV"][0]
grid_size = 48
for N in (1, 4):
    stencil = solved_weights(N)
    hamiltonian = np.zeros((grid_size, grid_size))
    for row in range(grid_size):
        for shift in range(-N, N + 1):
            hamiltonian[row, (row+shift) % grid_size] -= (
                float(stencil[shift+N])*energy_factor)
    highest = np.linalg.eigvalsh(hamiltonian)[-1]
    assert abs(highest - series_symbol(np.pi, N)*energy_factor) < 1e-10

# Smallest half-width for one-percent relative symbol error.
terms = boundary_terms(8000)
powers = np.arange(1, len(terms)+1)
required = []
for theta in (np.pi, np.pi/2):
    partial = np.cumsum(terms*np.sin(theta/2)**(2*powers))
    relative = 1 - partial/theta**2
    assert relative[-1] < 0.01
    needed = int(np.argmax(relative <= 0.01)) + 1
    assert 1 - weight_symbol(theta, needed)/theta**2 <= 0.01
    assert needed > 1
    assert 1 - weight_symbol(theta, needed-1)/theta**2 > 0.01
    required.append(needed)

print("Weights (dimensionless): N, c0, c1, c2, c3")
for N in (4, 8, 16, 64, 256):
    c = formula_weights(N)
    print(f"{N:4d} {c[0]:.6f} {c[1]:.6f} {c[2]:.6f} {c[3]:.6f}")
print("sinc " + " ".join(f"{c:.6f}" for c in sinc_limit))
print("Boundary: N, S(pi), error, leading law, corrected law")
print("(all dimensionless)")
for N in (1, 2, 4, 8, 16, 64, 256, 1024):
    value = weight_symbol(np.pi, N)
    law = 4*np.sqrt(np.pi/N)
    print(f"{N:4d} {value:.6f} {np.pi**2-value:.6f} "
          f"{law:.6f} {law*(1-5/(24*N)):.6f}")
e1 = np.pi**2 - weight_symbol(np.pi, 256)
e2 = np.pi**2 - weight_symbol(np.pi, 1024)
print(f"Error exponent, N=256 to 1024: {np.log(e2/e1)/np.log(4):.5f}")
print("Half-zone theta=pi/2: N, error (dimensionless)")
for N in (1, 4, 8, 16):
    print(f"{N:4d} {(np.pi/2)**2-weight_symbol(np.pi/2,N):.3e}")
print("Layer at N=400: u, scaled error, limit (dimensionless)")
for u, measured, predicted in profile:
    print(f"{u:.1f} {measured:.5f} {predicted:.5f}")
print("N=64 boundary error parts (dimensionless)")
print(f"centre {centre_part:.6f}, tail {tail_part:.6f}")
print(f"damping {damping_part:.6f}, total {edge_error:.6f}")
print(f"cut sinc, N=64: boundary error {cut_edge_error:.6f}")
print(f"cut sinc, N=64: S(0) = {cut_at_zero:.6e}")
print(f"Grid spacing h = {spacing:.2f} bohr")
print(f"Exact boundary energy = {exact_energy:.4f} hartree")
print(f"Exact boundary energy = {exact_energy*hartree_ev:.2f} eV")
print("Grid boundary energy: N, hartree, relative error (%)")
for N in (1, 4, 8, 16, 64):
    energy = weight_symbol(np.pi, N)*energy_factor
    print(f"{N:4d} {energy:.4f} {100*(1-energy/exact_energy):.3f}")
print(f"N for 1% error at theta=pi: {required[0]}")
print(f"Leading-law estimate of that N: {16/(np.pi**3*0.01**2):.1f}")
print(f"N for 1% error at theta=pi/2: {required[1]}")
print("done: every assertion held")
```

Running it gives:

```
Weights (dimensionless): N, c0, c1, c2, c3
   4 -2.847222 1.600000 -0.200000 0.025397
   8 -3.054844 1.777778 -0.311111 0.075421
  16 -3.168693 1.882353 -0.392157 0.128426
  64 -3.258861 1.969231 -0.469930 0.193271
 256 -3.282071 1.992218 -0.492263 0.214560
sinc -3.289868 2.000000 -0.500000 0.222222
Boundary: N, S(pi), error, leading law, corrected law
(all dimensionless)
   1 4.000000 5.869604 7.089815 5.612771
   2 5.333333 4.536271 5.013257 4.491042
   4 6.501587 3.368017 3.544908 3.360277
   8 7.426921 2.442683 2.506628 2.441351
  16 8.119998 1.749607 1.772454 1.749375
  64 8.986255 0.883349 0.886227 0.883342
 256 9.426851 0.442753 0.443113 0.442753
1024 9.648093 0.221512 0.221557 0.221512
Error exponent, N=256 to 1024: -0.49956
Half-zone theta=pi/2: N, error (dimensionless)
   1 4.674e-01
   4 1.661e-02
   8 4.568e-04
  16 7.204e-07
Layer at N=400: u, scaled error, limit (dimensionless)
0.0 0.99948 1.00000
0.5 0.35341 0.35385
1.0 0.08881 0.08907
1.5 0.01518 0.01528
N=64 boundary error parts (dimensionless)
centre 0.031007, tail 0.062014
damping 0.790328, total 0.883349
cut sinc, N=64: boundary error 0.062014
cut sinc, N=64: S(0) = 4.806537e-04
Grid spacing h = 0.40 bohr
Exact boundary energy = 30.8425 hartree
Exact boundary energy = 839.27 eV
Grid boundary energy: N, hartree, relative error (%)
   1 12.5000 59.472
   4 20.3175 34.125
   8 23.2091 24.750
  16 25.3750 17.727
  64 28.0820 8.950
N for 1% error at theta=pi: 5160
Leading-law estimate of that N: 5160.2
N for 1% error at theta=pi/2: 4
done: every assertion held
```
